# Predictor-Corrector Propagation of Kadanoff-Baym Equations for a Hubbard Dimer: a program that tests the result

```python
"""Kadanoff-Baym propagation of a Hubbard dimer in second Born approximation.

Result under test: an exponential predictor-corrector with mixed Matsubara
components costs O(N^3) for N time steps, conserves particle number to rounding,
and conserves energy up to a second-order time-step error.

Symbols (hbar = kB = 1, hopping J is the energy unit):
U interaction, BETA inverse temperature, MU chemical potential, quench = level
shift of site 1 for t > 0.  G = -i <T c c^dagger>, 2x2 in sites for one spin.
les, gre: lesser and greater G(t,t'); mix: G(t,-i tau); adv: weighted advanced G.
Two-time arrays store a 2x2 site block for every pair of times.
"""
import time
from collections import Counter
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander

J, BETA, MU, M = 1.0, 3.0, -0.8, 24
H0 = np.array([[0.0, -J], [-J, 0.0]])
EYE = np.eye(2)
nodes, gauss_weights = leggauss(M)
tau = BETA * (nodes + 1) / 2
tau_weights = BETA * gauss_weights / 2


def matrix_function(matrix, function):
    values, vectors = np.linalg.eigh(matrix)
    return (vectors * function(values)) @ vectors.conj().T


def lagrange(points):
    """Values at imaginary times 'points' of the M interpolation polynomials."""
    basis = legvander(2 * np.asarray(points) / BETA - 1, M - 1)
    return (basis * (np.arange(M) + 0.5)) @ (
        legvander(nodes, M - 1).T * gauss_weights)


def convolution_tensor():
    """Tensor of integral A(tau_i-s) B(s) ds for antiperiodic A."""
    tensor = np.zeros((M, M, M))
    for i, t in enumerate(tau):
        s = t * (nodes + 1) / 2
        w = t * gauss_weights / 2
        tensor[i] = (lagrange(t - s) * w[:, None]).T @ lagrange(s)
        s = t + (BETA - t) * (nodes + 1) / 2
        w = (BETA - t) * gauss_weights / 2
        tensor[i] -= (lagrange(t - s + BETA) * w[:, None]).T @ lagrange(s)
    return tensor


CONV = convolution_tensor()
AT_BETA = lagrange([BETA])[0]


@lru_cache(maxsize=None)
def equilibrium(U):
    """Self-consistent Matsubara function at the nodes and density matrix."""
    g = np.zeros((M, 2, 2))
    rho = 0.3 * EYE
    for iteration in range(500):
        h = H0 + U * np.diag(np.diag(rho)) - MU * EYE
        g_hartree = np.array([matrix_function(
            h, lambda e: -np.exp(-e * t) / (1 + np.exp(-BETA * e))) for t in tau])
        sigma = U**2 * g**2 * g[::-1].transpose(0, 2, 1)
        f = np.einsum('ikl,kab,lbc->iac', CONV, g_hartree, sigma)
        kernel = np.einsum('ikl,kac->ialc', CONV, f).reshape(2 * M, 2 * M)
        g_new = np.linalg.solve(np.eye(2 * M) - kernel,
                                g_hartree.reshape(2 * M, 2)).reshape(M, 2, 2)
        rho_new = -np.einsum('k,kab->ab', AT_BETA, g_new)
        rho_new = (rho_new + rho_new.T) / 2
        change = max(abs(g_new - g).max(), abs(rho_new - rho).max())
        g, rho = g_new, rho_new
        if change < 2e-12:
            return g, rho
    raise RuntimeError('Matsubara iteration did not converge')


def contract(left, right, log):
    """Matrix product used by every memory integral; records operand shapes."""
    log[(left.shape, right.shape)] += 1
    return left @ right


def reverse_tau(row):
    return row.reshape(2, M, 2)[:, ::-1].reshape(2, 2 * M)


def propagate(U, quench, dt, steps, mixed=True, correctors=2, skew=0.0):
    g_m, rho0 = equilibrium(U)
    start = time.process_time()
    size = 2 * (steps + 1)
    les, gre, adv = (np.zeros((size, size), complex) for _ in range(3))
    mix, mix_rev = (np.zeros((size, 2 * M), complex) for _ in range(2))
    h_one = H0 + np.diag([quench, 0.0])
    right_m = np.einsum('lmk,mab->kalb', CONV[::-1, :, ::-1],
                        g_m).reshape(2 * M, 2 * M)
    w_tau = np.repeat(tau_weights * (1 + skew * nodes), 2)
    log = Counter()
    half = 0.5j * dt
    number, energy, correlation = (np.zeros(steps + 1) for _ in range(3))
    density = np.zeros((steps + 1, 2, 2), complex)

    def time_weights(n):
        w = np.full(n + 1, dt if n else 0.0)
        w[0] *= 0.5
        w[-1] *= 0.5
        return np.repeat(w, 2)

    def store(n, les_row, gre_row, mix_row):
        a, e = 2 * n, 2 * n + 2
        for array, row in ((les, les_row), (gre, gre_row)):
            array[:e, a:e] = -row.conj().T
            array[a:e, :e] = row
        adv[:e, a:e] = time_weights(n)[:, None] * (les[:e, a:e] - gre[:e, a:e])
        mix[a:e] = mix_row
        mix_rev[a:e] = reverse_tau(mix_row)

    def collide(n):
        a, e = 2 * n, 2 * n + 2
        l_row, g_row = les[a:e, :e], gre[a:e, :e]
        s_les = -U**2 * l_row**2 * g_row.conj()
        s_gre = -U**2 * g_row**2 * l_row.conj()
        s_ret = (s_gre - s_les) * time_weights(n)
        i_les = (contract(s_ret, les[:e, :e], log)
                 + contract(s_les, adv[:e, :e], log))
        i_gre = (contract(s_ret, gre[:e, :e], log)
                 + contract(s_gre, adv[:e, :e], log))
        i_mix = np.zeros((2, 2 * M), complex)
        if mixed:
            s_mix = U**2 * mix[a:e]**2 * mix_rev[a:e].conj()
            tail = -1j * contract(s_mix * w_tau, mix_rev[:e].conj().T, log)
            i_les = i_les + tail
            i_gre = i_gre + tail
            i_mix = (contract(s_ret, mix[:e], log)
                     + contract(s_mix, right_m, log))
        return i_les, i_gre, i_mix

    def hartree(block):
        return h_one + U * np.diag(np.diag(block).imag)

    def symmetric_part(i_les):
        block = i_les[:, -2:]
        return block + block.conj().T

    def observe(n, coll):
        rho = -1j * les[2 * n:2 * n + 2, 2 * n:2 * n + 2]
        density[n] = rho
        number[n] = 2 * np.trace(rho).real
        correlation[n] = (-1j * np.trace(coll[0][:, -2:])).real
        energy[n] = (2 * np.trace(h_one @ rho).real
                     + U * np.sum(np.diag(rho).real**2) + correlation[n])

    store(0, 1j * rho0, 1j * rho0 - 1j * EYE,
          (-1j * g_m[::-1]).transpose(1, 0, 2).reshape(2, 2 * M))
    coll = collide(0)
    observe(0, coll)
    for n in range(steps):
        a, e = 2 * n, 2 * n + 2
        old = (les[a:e, :e].copy(), gre[a:e, :e].copy(), mix[a:e].copy())
        d_old = old[0][:, -2:]
        s_old = symmetric_part(coll[0])
        h_old = hartree(d_old)
        h_mid, new = h_old, None
        for sweep in range(correctors + 1):
            v = matrix_function(h_mid, lambda x: np.exp(-1j * dt * x))
            rows = []
            for k in range(3):
                end = (v @ coll[k] if new is None
                       else new[k][:, :old[k].shape[1]])
                rows.append(v @ (old[k] - half * coll[k]) - half * end)
            s_new = (v @ s_old @ v.conj().T if new is None
                     else symmetric_part(new[0]))
            d = v @ (d_old - half * s_old) @ v.conj().T - half * s_new
            store(n + 1, np.hstack((rows[0], d)),
                  np.hstack((rows[1], d - 1j * EYE)), rows[2])
            new = collide(n + 1)
            h_mid = (h_old + hartree(d)) / 2
        coll = new
        observe(n + 1, coll)
    return SimpleNamespace(
        les=les[-2:].copy(), gre=gre[-2:].copy(), mix=mix[-2:].copy(),
        rho=density, number=number, energy=energy, correlation=correlation,
        log=log, cpu=time.process_time() - start)


def exact_rows(U, quench, final_time, times):
    """Green's functions from their definition in the full Fock space."""
    lower, sign = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    c = []
    for mode in range(4):                 # 1 up, 2 up, 1 down, 2 down
        op = np.eye(1)
        for k in range(4):
            op = np.kron(op, sign if k < mode else lower if k == mode else EYE)
        c.append(op)
    n = [op.T @ op for op in c]
    ham = U * (n[0] @ n[2] + n[1] @ n[3])
    for p, q in ((0, 1), (2, 3)):
        ham = ham - J * (c[p].T @ c[q] + c[q].T @ c[p])
    grand = ham - MU * sum(n)
    after = ham + quench * (n[0] + n[2])
    weight = matrix_function(grand, lambda x: np.exp(-BETA * x))
    weight = weight / np.trace(weight)

    def evolve(op, t):
        u = matrix_function(after, lambda x: np.exp(-1j * t * x))
        return u.conj().T @ op @ u

    final = [evolve(c[i], final_time) for i in range(2)]
    les = np.zeros((2, len(times), 2), complex)
    gre = np.zeros_like(les)
    mix = np.zeros((2, M, 2), complex)
    for j in range(2):
        for k, t in enumerate(times):
            create = evolve(c[j].T, t)
            for i in range(2):
                les[i, k, j] = 1j * np.trace(weight @ create @ final[i])
                gre[i, k, j] = -1j * np.trace(weight @ final[i] @ create)
        for k, t in enumerate(tau):
            create = (matrix_function(grand, lambda x: np.exp(t * x)) @ c[j].T
                      @ matrix_function(grand, lambda x: np.exp(-t * x)))
            for i in range(2):
                mix[i, k, j] = 1j * np.trace(weight @ create @ final[i])
    return les, gre, mix


def drift(values):
    return np.max(np.abs(values - values[0]))


# Weak-coupling comparison with exact diagonalization, time-step extrapolated.
def weak_coupling_errors(U, mixed=True):
    coarse = propagate(U, 1.0, 0.05, 60, mixed=mixed)
    fine = propagate(U, 1.0, 0.025, 120, mixed=mixed)
    les, gre, mix = exact_rows(U, 1.0, 3.0, np.linspace(0, 3, 61))

    def extrapolate(name):
        f = getattr(fine, name).reshape(2, -1, 2)
        r = getattr(coarse, name).reshape(2, -1, 2)
        if name != 'mix':
            f = f[:, ::2]
        return (4 * f - r) / 3

    two_time = max(abs(extrapolate('les') - les).max(),
                   abs(extrapolate('gre') - gre).max())
    return two_time, abs(extrapolate('mix') - mix).max()


weak = [weak_coupling_errors(U) for U in (0.05, 0.1)]
weak_ratios = [weak[1][k] / weak[0][k] for k in range(2)]
weak_unmixed = weak_coupling_errors(0.1, mixed=False)[0]

# Main quench at three time steps, and control runs.
U, W, T = 1.0, 1.0, 6.0
step_counts = (60, 120, 240)
runs = [propagate(U, W, T / N, N) for N in step_counts]
fine = runs[-1]
energy_drifts = [drift(r.energy) for r in runs]
number_drifts = [drift(r.number) for r in runs]
n1 = [2 * r.rho[:, 0, 0].real for r in runs]
density_changes = [np.max(abs(n1[0] - n1[1][::2])),
                   np.max(abs(n1[1] - n1[2][::2]))]
predictor = propagate(U, W, T / 120, 120, correctors=0)
skewed = propagate(U, W, T / 60, 60, skew=0.2)
still = propagate(U, 0.0, T / 120, 120)
still_unmixed = propagate(U, 0.0, T / 120, 120, mixed=False)
dt = T / step_counts[-1]
slope = (n1[2][2:] - n1[2][:-2]) / (2 * dt)
continuity_error = np.max(abs(slope - 4 * J * fine.rho[1:-1, 0, 1].imag))


# Cost: these scalars count the multiplications that are really executed.
class CountedNumber:
    count = 0

    def __mul__(self, other):
        CountedNumber.count += 1
        return self
    __rmul__ = __mul__

    def __add__(self, other):
        return self
    __radd__ = __add__


@lru_cache(maxsize=None)
def counted_product(left_shape, right_shape):
    left = np.full(left_shape, CountedNumber(), dtype=object)
    right = np.full(right_shape, CountedNumber(), dtype=object)
    CountedNumber.count = 0
    contract(left, right, Counter())
    return CountedNumber.count


def shape_work(log):
    return sum(k * a[0] * a[1] * b[1] for (a, b), k in log.items())


small_steps = (8, 16, 24, 32)
small_logs = [propagate(U, W, 0.1, N).log for N in small_steps]
counted = [sum(k * counted_product(a, b) for (a, b), k in log.items())
           for log in small_logs]
third_difference = counted[3] - 3 * counted[2] + 3 * counted[1] - counted[0]
cubic_coefficient = third_difference / (6 * 8**3)
works = [shape_work(r.log) for r in runs]

sample_times = (0.0, 1.5, 3.0, 4.5, 6.0)
exact_n1 = [2 * exact_rows(U, W, t, [t])[0][0, 0, 0].imag for t in sample_times]

print(f'Hopping J = {J:.1f} (energy unit); time unit 1/J')
print(f'U = {U:.1f} J, quench = {W:.1f} J, mu = {MU:.1f} J, beta = {BETA:.1f} /J')
print(f'Final time = {T:.1f} /J; tau nodes = {M}; correctors = 2')
print(f'Initial bond density rho12 per spin = {fine.rho[0, 0, 1].real:.6f}')
print(f'Initial correlation energy = {fine.correlation[0]:.6f} J')
print('Finest run: time (1/J), n1 second Born, n1 exact, N, energy (J)')
for t, exact in zip(sample_times, exact_n1):
    k = round(t / dt)
    print(f'  {t:.1f}  {n1[2][k]:.6f}  {exact:.6f}  '
          f'{fine.number[k]:.6f}  {fine.energy[k]:.6f}')
print('Steps, dt (1/J), max number drift, max energy drift (J)')
for N, dn, de in zip(step_counts, number_drifts, energy_drifts):
    print(f'  {N}  {T / N:.3f}  {dn:.1e}  {de:.3e}')
print('Energy-drift ratios on halving dt: '
      f'{energy_drifts[0] / energy_drifts[1]:.3f}, '
      f'{energy_drifts[1] / energy_drifts[2]:.3f}')
print(f'Max n1 changes on halving dt: {density_changes[0]:.3e}, '
      f'{density_changes[1]:.3e}; ratio {density_changes[0]/density_changes[1]:.3f}')
print(f'Max continuity mismatch, finest run = {continuity_error:.2e} J')
print(f'Predictor only, 120 steps: number drift = {drift(predictor.number):.1e}')
print(f'Predictor only, 120 steps: energy drift = {drift(predictor.energy):.3e} J')
print(f'Asymmetric tau rule, 60 steps: number drift = {drift(skewed.number):.3e}')
print('No quench, 120 steps: max density-matrix drift per spin')
print(f'  with mixed terms = {drift(still.rho):.3e}')
print(f'  without mixed terms = {drift(still_unmixed.rho):.3e}')
print('No quench, without mixed terms: energy drift = '
      f'{drift(still_unmixed.energy):.3e} J')
print('No quench, initial energy with / without mixed terms = '
      f'{still.energy[0]:.6f} / {still_unmixed.energy[0]:.6f} J')
print('Errors against exact diagonalization at t = 3 /J (dimensionless)')
for strength, errors in zip((0.05, 0.1), weak):
    print(f'  U = {strength:.2f} J: two-time {errors[0]:.3e}, mixed {errors[1]:.3e}')
print(f'Error ratios on doubling U: two-time {weak_ratios[0]:.3f}, '
      f'mixed {weak_ratios[1]:.3f}')
print(f'Two-time error at U = 0.10 J without mixed terms = {weak_unmixed:.3e}')
print('Counted multiplications for 8, 16, 24, 32 steps:')
print('  ' + ', '.join(str(x) for x in counted))
print(f'Measured cubic coefficient = {cubic_coefficient:.3f} multiplications/step^3')
print('Steps, multiplications in matrix products, CPU time (s)')
for N, work, run in zip(step_counts, works, runs):
    print(f'  {N}  {work}  {run.cpu:.3f}')
print(f'Work ratios on doubling steps: {works[1] / works[0]:.3f}, '
      f'{works[2] / works[1]:.3f}')

assert min(weak_ratios) > 5.5, 'second Born must be exact through order U^2'
assert weak_unmixed > 3 * weak[1][0]
assert max(number_drifts) < 1e-11
assert drift(predictor.number) < 1e-11
assert drift(skewed.number) > 1e-6
assert energy_drifts[1] / energy_drifts[2] > 3.0
assert density_changes[0] / density_changes[1] > 3.0
assert energy_drifts[2] < 1e-3
assert drift(predictor.energy) > 2 * energy_drifts[1]
assert continuity_error < 2e-3
assert drift(still_unmixed.rho) > 10 * drift(still.rho)
assert drift(still_unmixed.energy) < 0.1 * abs(still.correlation[0])
assert counted == [shape_work(log) for log in small_logs]
assert abs(cubic_coefficient - 32) < 1e-12
print('verified')
```

Output:

```
Hopping J = 1.0 (energy unit); time unit 1/J
U = 1.0 J, quench = 1.0 J, mu = -0.8 J, beta = 3.0 /J
Final time = 6.0 /J; tau nodes = 24; correctors = 2
Initial bond density rho12 per spin = 0.239342
Initial correlation energy = -0.069371 J
Finest run: time (1/J), n1 second Born, n1 exact, N, energy (J)
  0.0  0.492147  0.492744  0.984295  -0.413486
  1.5  0.155797  0.151546  0.984295  -0.413491
  3.0  0.448136  0.450219  0.984295  -0.413480
  4.5  0.226952  0.221272  0.984295  -0.413490
  6.0  0.361563  0.367804  0.984295  -0.413482
Steps, dt (1/J), max number drift, max energy drift (J)
  60  0.100  3.0e-15  1.800e-04
  120  0.050  2.3e-15  4.568e-05
  240  0.025  3.2e-15  1.140e-05
Energy-drift ratios on halving dt: 3.940, 4.006
Max n1 changes on halving dt: 9.208e-04, 2.309e-04; ratio 3.988
Max continuity mismatch, finest run = 2.47e-04 J
Predictor only, 120 steps: number drift = 3.2e-15
Predictor only, 120 steps: energy drift = 6.096e-03 J
Asymmetric tau rule, 60 steps: number drift = 2.081e-02
No quench, 120 steps: max density-matrix drift per spin
  with mixed terms = 4.427e-05
  without mixed terms = 1.341e-02
No quench, without mixed terms: energy drift = 1.663e-04 J
No quench, initial energy with / without mixed terms = -0.905633 / -0.836262 J
Errors against exact diagonalization at t = 3 /J (dimensionless)
  U = 0.05 J: two-time 6.786e-06, mixed 6.710e-06
  U = 0.10 J: two-time 5.504e-05, mixed 5.441e-05
Error ratios on doubling U: two-time 8.110, mixed 8.109
Two-time error at U = 0.10 J without mixed terms = 8.437e-04
Counted multiplications for 8, 16, 24, 32 steps:
  193568, 572576, 1240352, 2295200
Measured cubic coefficient = 32.000 multiplications/step^3
Steps, multiplications in matrix products, CPU time (s)
  60  10454624  0.086
  120  67560224  0.211
  240  487627424  1.440
Work ratios on doubling steps: 6.462, 7.218
verified
```
